# Do hydrogen's bound excited states give its full polarizability?: test program

```python
"""
Result under test: the static polarizability of ground-state hydrogen is
alpha = 9/2 a^3, but the sum over ALL bound excited states gives only about
3.66 a^3; the continuum of positive-energy states supplies the rest.

Symbols: a = Bohr radius, e^2/a = Hartree energy, F = field along z,
perturbation e F z (electron charge -e), omega = E - E_1 excitation energy,
z2 = squared dipole matrix element |<state|z|1s>|^2, k = continuum wave number
(E = k^2/2), continuum states normalized per unit energy.
Numerical work uses lengths in a and energies in e^2/a.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from math import factorial
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, hyp1f1

bohr_angstrom = constants.physical_constants["Bohr radius"][0] * 1e10
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]

# ---- Closed solution of the Sternheimer equation, checked symbolically ----
r, a, e, F = sp.symbols("r a e F", positive=True)
theta = sp.symbols("theta", real=True)
psi0 = sp.exp(-r / a) / sp.sqrt(sp.pi * a**3)
z = r * sp.cos(theta)
psi1 = -(F / e) * (a + r / 2) * z * psi0


def hamiltonian(f):
    """Hydrogen Hamiltonian on f(r, theta), using hbar^2/m = a e^2."""
    radial = sp.diff(r**2 * sp.diff(f, r), r) / r**2
    angular = sp.diff(sp.sin(theta) * sp.diff(f, theta), theta)
    laplacian = radial + angular / (r**2 * sp.sin(theta))
    return -a * e**2 / 2 * laplacian - e**2 / r * f


def space_integral(f):
    over_angle = sp.integrate(sp.expand(f) * sp.sin(theta), (theta, 0, sp.pi))
    return sp.simplify(
        2 * sp.pi * sp.integrate(sp.expand(over_angle * r**2), (r, 0, sp.oo)))


energy1 = -e**2 / (2 * a)
assert sp.simplify((hamiltonian(psi0) - energy1 * psi0) / psi0) == 0
residual = hamiltonian(psi1) - energy1 * psi1 + e * F * z * psi0
assert sp.simplify(residual / psi0) == 0
alpha_symbolic = sp.simplify(-2 * e * space_integral(psi0 * z * psi1) / F)
assert sp.simplify(alpha_symbolic - sp.Rational(9, 2) * a**3) == 0
alpha_exact = float(alpha_symbolic / a**3)
z2_exact = float(space_integral(psi0**2 * z**2) / a**2)
norm1_exact = float(space_integral(psi1**2) * e**2 / (F**2 * a**4))

# ---- Operator that turns s waves into p waves, on an arbitrary function ----
g = sp.Function("g")(r)
W = 1 - 1 / r


def lower(f):
    return (sp.diff(f, r) + W * f) / sp.sqrt(2)


def raise_(f):
    return (-sp.diff(f, r) + W * f) / sp.sqrt(2)


s_wave = -sp.diff(g, r, 2) / 2 - g / r + g / 2
p_wave = s_wave + g / r**2
assert sp.simplify(sp.expand(raise_(lower(g)) - s_wave)) == 0
assert sp.simplify(sp.expand(lower(raise_(g)) - p_wave)) == 0


# ---- Derived formulas for the dipole strengths ----
def z2_bound(n):
    n = np.asarray(n, dtype=float)
    power = np.exp(2 * n * (np.log1p(-1 / n) - np.log1p(1 / n)))
    return 256 / 3 * n**7 / (n**2 - 1)**5 * power


def z2_density(k):
    """Dipole strength per unit energy in the continuum."""
    return (256 / 3 * (1 + k * k)**-5 * np.exp(-4 * np.arctan(k) / k)
            / -np.expm1(-2 * np.pi / k))


# ---- The same quantities from explicit wave functions and quadrature ----
nodes, weights = np.polynomial.legendre.leggauss(200)


def radial_grid(radius):
    return radius * (nodes + 1) / 2, weights * radius / 2


x, wx = radial_grid(45.0)
u_1s = 2 * x * np.exp(-x)
bound_check = {}
for n in (2, 3, 6, 12):
    norm = np.sqrt((2 / n)**3 * factorial(n - 2) / (2 * n * factorial(n + 1)))
    u_np = (norm * x * (2 * x / n) * np.exp(-x / n)
            * eval_genlaguerre(n - 2, 3, 2 * x / n))
    bound_check[n] = np.sum(wx * x * u_1s * u_np)**2 / 3
    assert abs(bound_check[n] / z2_bound(n) - 1) < 1e-8

for n in (2, 3, 5):
    # s wave with unit slope at the origin: norm and Laplace transform at s=1
    y, wy = radial_grid(40.0 * n)
    u = y * np.exp(-y / n) * hyp1f1(1 - n, 2, 2 * y / n)
    assert abs(np.sum(wy * u**2) / (n**3 / 4) - 1) < 1e-8
    transform = (1 - 1 / n)**(n - 1) / (1 + 1 / n)**(n + 1)
    assert abs(np.sum(wy * u * np.exp(-y)) / transform - 1) < 1e-8

continuum_check = {}
for k in (0.3, 1.0, 2.0):
    f1 = np.array([float(mp.re(mp.coulombf(1, -1 / k, k * t))) for t in x])
    u_k = np.sqrt(2 / (np.pi * k)) * f1
    continuum_check[k] = np.sum(wx * x * u_1s * u_k)**2 / 3
    assert abs(continuum_check[k] / z2_density(k) - 1) < 1e-7
    # slope at the origin and Laplace transform of the continuum s wave
    tiny = 1e-8
    slope = float(mp.re(mp.coulombf(0, -1 / k, k * tiny))) / tiny
    slope2_formula = 4 / -np.expm1(-2 * np.pi / k)
    assert abs(2 / (np.pi * k) * slope**2 / slope2_formula - 1) < 1e-6
    f0 = np.array([float(mp.re(mp.coulombf(0, -1 / k, k * t))) for t in x])
    transform = np.exp(-2 * np.arctan(k) / k) / (1 + k * k)
    assert abs(np.sum(wx * f0 * np.exp(-x)) / slope / transform - 1) < 1e-6

# ---- Bound sums, continuum integrals and completeness ----
levels = np.arange(2, 200001)
omega_n = (1 - 1 / levels.astype(float)**2) / 2
strength_n = z2_bound(levels)


def continuum_sum(p, k_max=np.inf):
    def integrand(k):
        return k * z2_density(k) * ((1 + k * k) / 2)**p
    return quad(integrand, 0, k_max, epsabs=1e-12, epsrel=1e-10, limit=200)[0]


# p=1: exact value 1/2 from the double commutator of z with H
exact_sums = {1: 0.5, 0: z2_exact, -1: alpha_exact / 2, -2: norm1_exact}
bound_sums, cont_sums = {}, {}
for p, exact in exact_sums.items():
    bound_sums[p] = np.sum(strength_n * omega_n**p)
    cont_sums[p] = continuum_sum(p)
    assert abs(bound_sums[p] + cont_sums[p] - exact) < 1e-7
shares = {p: cont_sums[p] / exact_sums[p] for p in exact_sums}
assert shares[1] > shares[0] > shares[-1] > shares[-2]

alpha_n = 2 * strength_n / omega_n
partial = np.cumsum(alpha_n)
alpha_bound = 2 * bound_sums[-1]
alpha_cont = 2 * cont_sums[-1]
assert abs(alpha_bound - 3.66) < 0.005

# Strength per unit energy is continuous at threshold; tail falls as 1/N^2
threshold_density = 4 * z2_density(1e-4)
n_test = 1000
assert abs(n_test**3 * alpha_n[n_test - 2] / threshold_density - 1) < 1e-4
tail_100 = alpha_bound - partial[98]
assert abs(tail_100 * 100**2 / (threshold_density / 2) - 1) < 0.02

k_half = brentq(lambda q: 2 * continuum_sum(-1, q) - alpha_cont / 2, 0.05, 5)
energy_half = k_half**2 / 2

# ---- Independent grid calculation in a sphere, p waves ----
radius, step = 150.0, 0.06
points = int(round(radius / step)) - 1
rg = step * np.arange(1, points + 1)
diagonal = 1 / step**2 + 1 / rg**2 - 1 / rg
off = np.full(points - 1, -0.5 / step**2)
source = rg * 2 * rg * np.exp(-rg) * np.sqrt(step)
band = np.zeros((3, points))
band[0, 1:] = off
band[1] = diagonal + 0.5
band[2, :-1] = off
alpha_sternheimer = 2 / 3 * source @ solve_banded((1, 1), band, source)
energies, vectors = eigh_tridiagonal(diagonal, off)
grid_z2 = (vectors.T @ source)**2 / 3
grid_alpha = 2 * grid_z2 / (energies + 0.5)
negative = energies < 0
grid_bound = grid_alpha[negative].sum()
grid_cont = grid_alpha[~negative].sum()
# The grid spacing causes an error of order step^2
assert abs(alpha_sternheimer - alpha_exact) < 3e-3
assert abs(grid_alpha.sum() - alpha_sternheimer) < 1e-6
# The split is uncertain by about one level gap at zero energy
gap = energies[~negative][0] - energies[negative][-1]
split_error = gap * threshold_density + 3e-3
assert split_error < 0.1
assert abs(grid_bound - alpha_bound) < split_error
assert abs(grid_cont - alpha_cont) < split_error
assert abs(grid_z2[~negative].sum() - cont_sums[0]) < split_error

# ---- Output ----
print(f"Bohr radius a = {bohr_angstrom:.6f} angstrom")
print(f"Hartree energy e^2/a = {hartree_ev:.5f} eV")
print(f"exact alpha = {alpha_exact:.4f} a^3")
print(f"exact alpha = {alpha_exact * bohr_angstrom**3:.4f} angstrom^3")
print(f"2p: z2 formula = {float(z2_bound(2)):.6f} a^2")
print(f"2p: z2 quadrature = {bound_check[2]:.6f} a^2")
print(f"2p: excitation energy = {omega_n[0]:.4f} e^2/a")
for n in (2, 3, 4, 5):
    print(f"contribution of {n}p to alpha = {alpha_n[n - 2]:.5f} a^3")
for n in (3, 5, 10, 100):
    print(f"bound sum up to n={n}: {partial[n - 2]:.5f} a^3")
print(f"bound sum, all n = {alpha_bound:.5f} a^3")
print(f"bound sum, all n = {alpha_bound * bohr_angstrom**3:.4f} angstrom^3")
print(f"missing bound tail beyond n=100 = {tail_100:.6f} a^3")
print(f"tail coefficient (tail = c/N^2): c = {threshold_density / 2:.4f} a^3")
print(f"k=1: dz2/dE formula = {z2_density(1.0):.6f} a^3/e^2")
print(f"k=1: dz2/dE quadrature = {continuum_check[1.0]:.6f} a^3/e^2")
print(f"continuum part of alpha = {alpha_cont:.5f} a^3")
print(f"continuum part = {alpha_cont * bohr_angstrom**3:.4f} angstrom^3")
print(f"bound + continuum = {alpha_bound + alpha_cont:.6f} a^3")
print(f"2p share of alpha = {100 * alpha_n[0] / alpha_exact:.2f} percent")
print(f"bound share of alpha = {100 * alpha_bound / alpha_exact:.2f} percent")
print(f"half of continuum part lies below E = {energy_half:.4f} e^2/a")
print(f"half of continuum part lies below E = {energy_half * hartree_ev:.3f} eV")
print("sums of z2*omega^p in atomic units: bound, continuum, exact, share")
for p in exact_sums:
    print(f"p={p:+d}: {bound_sums[p]:.5f}, {cont_sums[p]:.5f}, "
          f"{exact_sums[p]:.5f}, continuum {100 * shares[p]:.2f} percent")
print(f"residual norm / source norm, bound only = {np.sqrt(shares[0]):.4f}")
print(f"grid: sphere radius = {radius:.0f} a, spacing = {step:.2f} a")
print(f"grid: number of p states = {points}, negative = {negative.sum()}")
print(f"grid: direct Sternheimer alpha = {alpha_sternheimer:.5f} a^3")
print(f"grid: sum over all states = {grid_alpha.sum():.5f} a^3")
print(f"grid: negative-energy part = {grid_bound:.3f} a^3")
print(f"grid: positive-energy part = {grid_cont:.3f} a^3")
print(f"grid: level gap across E=0 = {gap:.5f} e^2/a")
print(f"grid: allowed uncertainty of split = {split_error:.3f} a^3")
print("tests ok")
```

Printed output:

```
Bohr radius a = 0.529177 angstrom
Hartree energy e^2/a = 27.21139 eV
exact alpha = 4.5000 a^3
exact alpha = 0.6668 angstrom^3
2p: z2 formula = 0.554929 a^2
2p: z2 quadrature = 0.554929 a^2
2p: excitation energy = 0.3750 e^2/a
contribution of 2p to alpha = 2.95962 a^3
contribution of 3p to alpha = 0.40045 a^3
contribution of 4p to alpha = 0.13194 a^3
contribution of 5p to alpha = 0.06050 a^3
bound sum up to n=3: 3.36007 a^3
bound sum up to n=5: 3.55251 a^3
bound sum up to n=10: 3.63436 a^3
bound sum up to n=100: 3.66295 a^3
bound sum, all n = 3.66326 a^3
bound sum, all n = 0.5428 angstrom^3
missing bound tail beyond n=100 = 0.000310 a^3
tail coefficient (tail = c/N^2): c = 3.1259 a^3
k=1: dz2/dE formula = 0.115453 a^3/e^2
k=1: dz2/dE quadrature = 0.115453 a^3/e^2
continuum part of alpha = 0.83674 a^3
continuum part = 0.1240 angstrom^3
bound + continuum = 4.500000 a^3
2p share of alpha = 65.77 percent
bound share of alpha = 81.41 percent
half of continuum part lies below E = 0.1012 e^2/a
half of continuum part lies below E = 2.755 eV
sums of z2*omega^p in atomic units: bound, continuum, exact, share
p=+1: 0.28250, 0.21750, 0.50000, continuum 43.50 percent
p=+0: 0.71659, 0.28341, 1.00000, continuum 28.34 percent
p=-1: 1.83163, 0.41837, 2.25000, continuum 18.59 percent
p=-2: 4.71305, 0.66195, 5.37500, continuum 12.32 percent
residual norm / source norm, bound only = 0.5324
grid: sphere radius = 150 a, spacing = 0.06 a
grid: number of p states = 2499, negative = 9
grid: direct Sternheimer alpha = 4.50056 a^3
grid: sum over all states = 4.50056 a^3
grid: negative-energy part = 3.657 a^3
grid: positive-energy part = 0.844 a^3
grid: level gap across E=0 = 0.00340 e^2/a
grid: allowed uncertainty of split = 0.024 a^3
tests ok
```
